# Thermopower and thermal conductance of a ballistic point contact: test program

```python
# Thermopower and thermal conductance of a ballistic point contact.
# Result under test (N modes open below a sharp threshold, spin degenerate):
#   at threshold  S = -(k/e) ln2/(N+1/2);  true maximum s = |S|e/k solves
#   N s = ln(1+exp(-s));  on a plateau K = 2 N K_Q, K_Q = pi^2 k^2 T/(3h).
# Method: two reservoirs with slightly different temperatures; the voltage
# that stops the current is found numerically from the full Fermi functions.
# Symbols: mu chemical potential, u = (threshold - mu)/kT, spacing = mode
# spacing, hwx = saddle-point energy hbar*omega_x, w = hwx/(2 pi) step width.
# Energies are in meV, temperatures in K.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

MEV = 1e-3 * const.e                  # joule per meV
KB = const.k / MEV                    # meV per kelvin
SEEBECK_UNIT = 1e6 * const.k / const.e   # k/e in microvolt per kelvin
LN2 = np.log(2.0)
spacing = 2.0
temperature = 1.0
kt = KB * temperature
thresholds = (np.arange(12) + 0.5) * spacing
nodes, weights = np.polynomial.legendre.leggauss(300)


def fluxes(mu, temp, dmu, dtemp, hwx=0.0):
    """Integrals of t*(fL-fR) and t*(E-mu)*(fL-fR); hwx=0: sharp steps."""
    def difference(energy):
        left = (energy - mu - dmu / 2) / (KB * (temp + dtemp / 2))
        right = (energy - mu + dmu / 2) / (KB * (temp - dtemp / 2))
        return expit(-left) - expit(-right)

    low, high = mu - 45 * KB * temp, mu + 45 * KB * temp
    if hwx > 0:
        energy = np.linspace(low, high, 8001)
        step = energy[1] - energy[0]
        trans = sum(expit(2 * np.pi * (energy - en) / hwx)
                    for en in thresholds)
        integrand = trans * difference(energy)
        return (step * integrand.sum(),
                step * (integrand * (energy - mu)).sum())
    particle = heat = 0.0
    for en in thresholds:
        start = max(en, low)
        if start >= high:
            continue
        half = (high - start) / 2
        energy = start + half * (nodes + 1)
        integrand = half * weights * difference(energy)
        particle += integrand.sum()
        heat += (integrand * (energy - mu)).sum()
    return particle, heat


def open_circuit(mu, temp, hwx=0.0):
    """Return s = |S|e/k and thermal conductance (W/K) at zero current."""
    dtemp = 1e-3 * temp
    s = brentq(lambda x: fluxes(mu, temp, -x * KB * dtemp, dtemp, hwx)[0],
               -2.0, 40.0, xtol=1e-13)
    heat = fluxes(mu, temp, -s * KB * dtemp, dtemp, hwx)[1]
    return s, 2 / const.h * heat * MEV**2 / dtemp


def effective_modes(mu, temp):
    """Conductance in units of 2e^2/h from a small voltage bias."""
    dmu = 1e-3 * KB * temp
    return fluxes(mu, temp, dmu, 0.0)[0] / dmu


def step_moment(u):
    """Closed form of the integral of x*(-df/dx) from u to infinity."""
    return u * expit(-u) + np.log1p(np.exp(-u))


# Moments of the thermal kernel, by quadrature
def kernel(x):
    return expit(x) * expit(-x)


for u in (-2.0, 0.0, 1.5):
    direct = quad(lambda x: x * kernel(x), u, 50)[0]
    assert abs(direct - step_moment(u)) < 1e-8
    assert abs(step_moment(u) - step_moment(-u)) < 1e-12
second_moment = 2 * quad(lambda x: x * x * kernel(x), 0, 50)[0]
assert abs(second_moment - np.pi**2 / 3) < 1e-8

k_quantum = np.pi**2 * const.k**2 * temperature / (3 * const.h)
g_quantum = 2 * const.e**2 / const.h
print(f"temperature = {temperature:.1f} K, kT = {kt:.5f} meV")
print(f"mode spacing = {spacing:.1f} meV, spacing/kT = {spacing/kt:.2f}")
print(f"k/e = {SEEBECK_UNIT:.3f} microvolt/K")
print(f"2e^2/h = {g_quantum*1e6:.3f} microsiemens")
print(f"K_Q per spin-resolved channel = {k_quantum*1e12:.4f} pW/K")

for n_open in (1, 2, 3):
    edge = thresholds[n_open]
    middle = n_open * spacing
    s_edge, k_edge = open_circuit(edge, temperature)
    s_mid, k_mid = open_circuit(middle, temperature)
    g_edge = effective_modes(edge, temperature)
    g_mid = effective_modes(middle, temperature)
    # finite temperature difference of 0.1 percent: errors of order 1e-6
    assert abs(s_edge - LN2 / (n_open + 0.5)) < 1e-5
    assert abs(g_edge - n_open - 0.5) < 1e-5
    assert abs(g_mid - n_open) < 1e-5
    s_mid_formula = 2 * step_moment(spacing / (2 * kt)) / n_open
    assert abs(s_mid / s_mid_formula - 1) < 2e-3
    assert abs(k_mid / (2 * n_open * k_quantum) - 1) < 1e-5
    k_edge_formula = 2 * (n_open + 0.5
                          - 3 * LN2**2 / (np.pi**2 * (n_open + 0.5)))
    assert abs(k_edge / k_quantum - k_edge_formula) < 1e-4
    # without the open-circuit voltage the half-open mode counts one half
    dtemp = 1e-3 * temperature
    heat_short = fluxes(edge, temperature, 0.0, dtemp)[1]
    k_short = 2 / const.h * heat_short * MEV**2 / dtemp
    assert abs(k_short / k_quantum - (2 * n_open + 1)) < 1e-4
    # true maximum: numerical search against the root of the condition
    search = minimize_scalar(
        lambda u: -open_circuit(edge - u * kt, temperature)[0],
        bounds=(-1.0, 2.0), method="bounded", options={"xatol": 1e-6})
    root = brentq(lambda u: n_open * u - np.log1p(np.exp(-u)), 0, 2)
    assert abs(search.x - root) < 1e-3
    assert abs(-search.fun - root) < 1e-5
    if n_open == 1:
        assert abs(-search.fun - np.log((1 + np.sqrt(5)) / 2)) < 1e-5
    print(f"N = {n_open}: threshold at {edge:.1f} meV, "
          f"plateau middle at {middle:.1f} meV")
    print(f"  S at threshold = {-SEEBECK_UNIT*s_edge:.3f} microvolt/K, "
          f"|S|e/k = {s_edge:.5f}")
    print(f"  S at true maximum of |S| = {SEEBECK_UNIT*search.fun:.3f} "
          f"microvolt/K, |S|e/k = {-search.fun:.5f}")
    print(f"  maximum lies {search.x*kt:.4f} meV below threshold; "
          f"excess = {100*(-search.fun/s_edge-1):.2f} percent")
    print(f"  S at plateau middle = {-SEEBECK_UNIT*s_mid:.4f} microvolt/K")
    print(f"  G/(2e^2/h): plateau {g_mid:.4f}, threshold {g_edge:.4f}")
    print(f"  K plateau = {k_mid*1e12:.4f} pW/K = "
          f"{k_mid/k_quantum:.4f} K_Q")
    print(f"  K threshold = {k_edge/k_quantum:.4f} K_Q open circuit, "
          f"{k_short/k_quantum:.4f} K_Q at zero voltage")

# Small-excess estimate for a larger number of open modes
search4 = minimize_scalar(
    lambda u: -open_circuit(thresholds[4] - u * kt, temperature)[0],
    bounds=(-1.0, 2.0), method="bounded", options={"xatol": 1e-6})
excess4 = -search4.fun * 4.5 / LN2 - 1
assert abs(excess4 - LN2 / (8 * 4.5**2)) < 1e-4
print(f"N = 4: excess of maximum = {100*excess4:.3f} percent, "
      f"estimate = {100*LN2/(8*4.5**2):.3f} percent")

# No open mode below: no peak, |S| keeps growing below the first threshold
below = [open_circuit(thresholds[0] - u * kt, temperature)[0]
         for u in (0, 1, 2, 4, 10)]
assert abs(below[0] - 2 * LN2) < 1e-5
assert np.all(np.diff(below) > 0)
assert abs(below[-1] - 11) < 1e-3
print("N = 0: |S|e/k at mu = 0, 1, 2, 4, 10 kT below first threshold:")
print("  " + ", ".join(f"{value:.4f}" for value in below))

# Warm contact: neighbouring modes raise the threshold value
ratio = 6.0
warm = spacing / (ratio * KB)
numerator_warm = 2.5 * open_circuit(thresholds[2], warm)[0]
neighbour_term = 2 * (ratio + 1) * np.exp(-ratio)
assert abs(numerator_warm - LN2 - neighbour_term) < 2e-4
print(f"spacing/kT = {ratio:.0f} (T = {warm:.3f} K), N = 2: "
      f"(N+1/2)|S|e/k = {numerator_warm:.5f}")
print(f"  ln2 = {LN2:.5f}, ln2 + neighbour term = "
      f"{LN2+neighbour_term:.5f}")

# Smooth saddle-point steps: nearly sharp limit and low-temperature limit
narrow = 0.1
s_narrow = open_circuit(thresholds[1], temperature,
                        2 * np.pi * narrow * kt)[0]
assert abs(1.5 * s_narrow - (LN2 - np.pi**2 / 24 * narrow**2)) < 1e-4
cold = 0.05
width = 1.0 / (2 * np.pi)
s_cold = open_circuit(thresholds[1], cold, 1.0)[0]
s_mott = np.pi**2 / 12 * KB * cold / width / 1.5
# next Sommerfeld term is about 0.1 percent here
assert abs(s_cold / s_mott - 1) < 2e-3
print(f"hwx = 1 meV, T = {cold:.2f} K, N = 1: |S|e/k = {s_cold:.5f}, "
      f"Mott = {s_mott:.5f}")
print("smooth steps at the example temperature, N = 1, at threshold:")
smooth_values = []
for hwx in (0.1, 1.0):
    s_smooth = open_circuit(thresholds[1], temperature, hwx)[0]
    smooth_values.append(s_smooth)
    print(f"  hwx = {hwx:.1f} meV: w/kT = {hwx/(2*np.pi*kt):.3f}, "
          f"S = {-SEEBECK_UNIT*s_smooth:.3f} microvolt/K")
assert LN2 / 1.5 > smooth_values[0] > smooth_values[1]

print("all assertions hold")
```

It prints:

```
temperature = 1.0 K, kT = 0.08617 meV
mode spacing = 2.0 meV, spacing/kT = 23.21
k/e = 86.173 microvolt/K
2e^2/h = 77.481 microsiemens
K_Q per spin-resolved channel = 0.9464 pW/K
N = 1: threshold at 3.0 meV, plateau middle at 2.0 meV
  S at threshold = -39.821 microvolt/K, |S|e/k = 0.46210
  S at true maximum of |S| = -41.468 microvolt/K, |S|e/k = 0.48121
  maximum lies 0.0415 meV below threshold; excess = 4.14 percent
  S at plateau middle = -0.0198 microvolt/K
  G/(2e^2/h): plateau 1.0000, threshold 1.5000
  K plateau = 1.8929 pW/K = 2.0000 K_Q
  K threshold = 2.8053 K_Q open circuit, 3.0000 K_Q at zero voltage
N = 2: threshold at 5.0 meV, plateau middle at 4.0 meV
  S at threshold = -23.892 microvolt/K, |S|e/k = 0.27726
  S at true maximum of |S| = -24.232 microvolt/K, |S|e/k = 0.28120
  maximum lies 0.0242 meV below threshold; excess = 1.42 percent
  S at plateau middle = -0.0099 microvolt/K
  G/(2e^2/h): plateau 2.0000, threshold 2.5000
  K plateau = 3.7857 pW/K = 4.0000 K_Q
  K threshold = 4.8832 K_Q open circuit, 5.0000 K_Q at zero voltage
N = 3: threshold at 7.0 meV, plateau middle at 6.0 meV
  S at threshold = -17.066 microvolt/K, |S|e/k = 0.19804
  S at true maximum of |S| = -17.188 microvolt/K, |S|e/k = 0.19946
  maximum lies 0.0172 meV below threshold; excess = 0.72 percent
  S at plateau middle = -0.0066 microvolt/K
  G/(2e^2/h): plateau 3.0000, threshold 3.5000
  K plateau = 5.6786 pW/K = 6.0000 K_Q
  K threshold = 6.9165 K_Q open circuit, 7.0000 K_Q at zero voltage
N = 4: excess of maximum = 0.431 percent, estimate = 0.428 percent
N = 0: |S|e/k at mu = 0, 1, 2, 4, 10 kT below first threshold:
  1.3863, 2.1648, 3.0648, 5.0091, 11.0000
spacing/kT = 6 (T = 3.868 K), N = 2: (N+1/2)|S|e/k = 0.72793
  ln2 = 0.69315, ln2 + neighbour term = 0.72785
hwx = 1 meV, T = 0.05 K, N = 1: |S|e/k = 0.01483, Mott = 0.01484
smooth steps at the example temperature, N = 1, at threshold:
  hwx = 0.1 meV: w/kT = 0.185, S = -39.057 microvolt/K
  hwx = 1.0 meV: w/kT = 1.847, S = -20.457 microvolt/K
all assertions hold
```
